# Fuchs–Sondheimer conductivity of a metal film with diffuse surfaces

## Result

A metal film of thickness $d$ carries a steady current parallel to its surfaces. Let $l$ be the bulk mean free path, $\kappa=d/l$, and $\sigma_0=1/\rho_0$ the bulk conductivity. If both surfaces scatter electrons diffusely, the thickness-averaged conductivity $\sigma=1/\rho$ is

$$\frac{\sigma}{\sigma_0}=1-\frac{3}{2\kappa}\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)\left(1-e^{-\kappa t}\right)dt. \tag{1}$$

Its two limits are

$$\frac{\rho}{\rho_0}=1+\frac{3l}{8d}+O\!\left(\frac{l^2}{d^2}\right)\quad(d\gg l), \tag{2}$$

$$\frac{\sigma}{\sigma_0}=\frac{3d}{4l}\left[\ln\frac ld+1-\gamma\right]+O\!\left(\frac{d^2}{l^2}\right)\quad(d\ll l), \tag{3}$$

where $\gamma$ is Euler's constant and $1-\gamma=0.4228$. The short form $(3d/4l)\ln(l/d)$ is the leading logarithm of (3). The constant it drops is smaller than the logarithm only by a factor of order $1/\ln(l/d)$, so numerical work should keep it.

The model assumes a spherical Fermi surface, temperature far below the Fermi temperature, one relaxation time $\tau$, a weak uniform field, and a frequency far below $1/\tau$. Electrons move as classical particles between collisions.

## Kinetic equation and bulk conductivity

The film occupies $0<z<d$ and the field $E$ points along $x$. Electrons have charge $-e$, with $e>0$. Write the distribution as $f=f_0(\varepsilon)+f_1$, with $f_1$ linear in $E$. Since $\hbar\,dk_x/dt=-eE$ and $\partial f_0/\partial k_x=\hbar v_xf_0'(\varepsilon)$, the linearised steady Boltzmann equation is

$$v_z\frac{\partial f_1}{\partial z}-eEv_xf_0'=-\frac{f_1}{\tau}. \tag{4}$$

Far from any surface the gradient vanishes and $f_1=eE\tau v_xf_0'$. The current density, including spin, is then

$$j=-e\int\frac{d^3k}{4\pi^3}\,v_xf_1=e^2E\tau\int\frac{d^3k}{4\pi^3}\,v_x^2(-f_0').$$

The factor $-f_0'$ confines the integral to the Fermi surface, where $d^3k=k_F^2\,d\Omega\,d\varepsilon/(\hbar v_F)$. The angular integral of $v_x^2$ is $4\pi v_F^2/3$. With $l=v_F\tau$ and electron density $n=k_F^3/(3\pi^2)$,

$$\sigma_0=\frac{e^2k_F^2l}{3\pi^2\hbar}=\frac{ne^2l}{\hbar k_F}. \tag{5}$$

In the film, set $f_1=eE\tau v_xf_0'\,G$, so that $G$ is the deviation relative to its bulk value. Substitution in (4) and division by the common factor gives

$$v_z\tau\frac{\partial G}{\partial z}+G=1. \tag{6}$$

## Diffuse surfaces

A diffuse surface sends electrons back with a distribution that does not depend on direction. The incoming deviation is proportional to $v_x$, hence to $\cos\phi$, where $\phi$ is the azimuth about $z$. Its total particle flux onto the surface therefore vanishes. Since no net number of electrons has to be returned, the isotropic outgoing deviation is zero. For the same reason $f_1$ creates no charge density, which is consistent with a uniform field.

Let $\mu=|v_z|/v_F$, and let $G_+$ and $G_-$ refer to electrons moving towards larger and smaller $z$. Equation (6) becomes $\pm\mu l\,\partial_zG_\pm+G_\pm=1$, with $G_+(0)=0$ and $G_-(d)=0$. The solutions are

$$G_+=1-e^{-z/(\mu l)},\qquad G_-=1-e^{-(d-z)/(\mu l)}. \tag{7}$$

The local conductivity weights $G$ with $n_x^2=(1-\mu^2)\cos^2\phi$, where $n_x=v_x/v_F$. The bulk average of $n_x^2$ is $1/3$, so

$$\frac{\sigma(z)}{\sigma_0}=\frac{3}{4\pi}\int d\Omega\,n_x^2G=\frac34\int_0^1(1-\mu^2)(G_++G_-)\,d\mu,$$

where $\int_0^{2\pi}\cos^2\phi\,d\phi=\pi$ was used. Inserting (7) and $\int_0^1(1-\mu^2)d\mu=2/3$ gives

$$\frac{\sigma(z)}{\sigma_0}=1-\frac34\int_0^1(1-\mu^2)\left[e^{-z/(\mu l)}+e^{-(d-z)/(\mu l)}\right]d\mu. \tag{8}$$

At one surface of a very thick film the first exponential is 1 and the second vanishes. The local conductivity is then $1-\frac34\cdot\frac23=\frac12$: arriving electrons carry their full bulk current, and departing electrons carry none.

## Average over the thickness

Each exponential in (8) has the same average,

$$\frac1d\int_0^de^{-z/(\mu l)}dz=\frac{\mu}{\kappa}\left(1-e^{-\kappa/\mu}\right).$$

Therefore

$$\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-\mu^2)F\,d\mu,\qquad F=1-\frac{1-e^{-x}}{x},\quad x=\frac\kappa\mu. \tag{9}$$

The term 1 in $F$ integrates to 1. In the other term put $t=1/\mu$, so that $d\mu=-dt/t^2$ and $\mu(1-\mu^2)d\mu$ becomes $(t^{-3}-t^{-5})dt$ after the limits are exchanged. This is (1).

Equation (9) also has a direct reading. Follow an electron backwards from a random point in the film. Let $s$ be the distance to the surface along its path and $L$ an exponentially distributed free path with mean $l$. The electron has gathered drift over the shorter of the two distances, whose mean over $L$ is

$$\langle\min(L,s)\rangle_L=\int_0^se^{-u/l}du=l(1-e^{-s/l}).$$

This is $l$ times the $G$ of (7), so $\sigma/\sigma_0=3\langle n_x^2\min(L,s)\rangle/l$, averaged over position and direction as well.

## Thick film

Define $E_m(\kappa)=\int_1^\infty t^{-m}e^{-\kappa t}dt$. Since $\int_1^\infty(t^{-3}-t^{-5})dt=\frac12-\frac14=\frac14$, equation (1) becomes

$$\frac{\sigma}{\sigma_0}=1-\frac{3}{8\kappa}+\frac{3}{2\kappa}\left[E_3(\kappa)-E_5(\kappa)\right]. \tag{10}$$

The last term is positive. To bound it, put $t=1+s$, where $s$ is now an integration variable:

$$\frac{t^2-1}{t^5}=\frac{s(2+s)}{(1+s)^5}\le2s,\qquad E_3-E_5<2e^{-\kappa}\int_0^\infty se^{-\kappa s}ds=\frac{2e^{-\kappa}}{\kappa^2}.$$

The last term of (10) is thus below $3e^{-\kappa}/\kappa^3$. It couples the two surfaces and is exponentially small in a thick film. Inverting the first two terms gives

$$\frac{\rho}{\rho_0}=1+\frac{3}{8\kappa}+\frac{9}{64\kappa^2}+O(\kappa^{-3}), \tag{11}$$

which contains (2).

The coefficient has a simple meaning. Near one surface, the missing conductivity integrated over depth is

$$\sigma_0\cdot\frac34\int_0^1(1-\mu^2)\,\mu l\,d\mu=\sigma_0\cdot\frac34\cdot\frac l4=\frac{3l}{16}\sigma_0.$$

Each surface costs as much current as removing a layer $3l/16$ thick, although the real loss is spread over a depth of order $l$.

Equation (2) remains useful well outside its asymptotic range:

| $d/l$ | $\rho/\rho_0$ from (1) | $1+3l/(8d)$ |
|---|---|---|
| 10 | 1.039 | 1.038 |
| 5 | 1.081 | 1.075 |
| 2 | 1.221 | 1.188 |
| 1 | 1.462 | 1.375 |
| 0.5 | 1.916 | 1.750 |

At $d=l$ it is 6% below the full resistivity. Two omissions partly cancel there. The higher powers in (11) would raise the result: $1/(1-3/8)=1.6$. The surface-coupling term in (10) raises the conductivity and brings the resistivity back to 1.462. Inverting the truncated conductivity $1-3/(8\kappa)$ is therefore the worse choice at $d=l$, and it diverges at $d=3l/8$. Above $d\simeq1.2\,l$ it is the better of the two.

## Thin film

Let $J(\kappa)$ be the integral in (1), so that $\sigma/\sigma_0=1-3J/(2\kappa)$. Expanding its exponential directly fails at second order, because $\int t^{-1}dt$ diverges. Differentiation isolates the logarithm:

$$J(0)=0,\qquad J'(\kappa)=E_2-E_4,\qquad J'(0)=1-\tfrac13=\tfrac23,\qquad J''(\kappa)=-(E_1-E_3).$$

For $E_1$, substitute $u=\kappa t$ and split the range at $u=1$:

$$E_1=\int_\kappa^1\frac{du}{u}-\int_\kappa^1\frac{1-e^{-u}}{u}du+\int_1^\infty\frac{e^{-u}}{u}du.$$

The standard representation $\gamma=\int_0^1(1-e^{-u})u^{-1}du-\int_1^\infty e^{-u}u^{-1}du$ turns this into

$$E_1=-\ln\kappa-\gamma+\int_0^\kappa\frac{1-e^{-u}}{u}du=-\ln\kappa-\gamma+\kappa+O(\kappa^2).$$

Also $E_3(0)=\frac12$ and $E_3'(0)=-E_2(0)=-1$, so $E_3=\frac12-\kappa+O(\kappa^2\ln\kappa)$. Hence

$$J''=\ln\kappa+\gamma+\tfrac12-2\kappa+O(\kappa^2\ln\kappa).$$

Integrate twice from zero, using $\int_0^\kappa\ln u\,du=\kappa\ln\kappa-\kappa$ and $\int_0^\kappa u\ln u\,du=\frac12\kappa^2\ln\kappa-\frac14\kappa^2$:

$$J'=\tfrac23+\kappa\ln\kappa+\left(\gamma-\tfrac12\right)\kappa-\kappa^2+\dots,$$

$$J=\tfrac23\kappa+\tfrac12\kappa^2(\ln\kappa+\gamma-1)-\tfrac13\kappa^3+\dots$$

In $1-3J/(2\kappa)$ the linear term of $J$ cancels the 1, leaving

$$\frac{\sigma}{\sigma_0}=\frac{3\kappa}{4}\left(\ln\frac1\kappa+1-\gamma\right)+\frac{\kappa^2}{2}+O(\kappa^3\ln\kappa). \tag{12}$$

The logarithm can be traced in (9). For $\mu\gg\kappa$, $F\simeq\kappa/(2\mu)$, since an electron crossing the film has come a mean distance $d/(2\mu)$ from the last surface. Angles between $\mu\sim\kappa$ and $\mu\sim1$ contribute

$$\frac32\int_\kappa^1\frac{\kappa}{2\mu}d\mu=\frac{3\kappa}{4}\ln\frac1\kappa.$$

Below $\mu\sim\kappa$ bulk collisions limit the path, and that range adds only a term of order $\kappa$. The leading logarithm converges slowly:

| $l/d$ | $\sigma/\sigma_0$ from (1) | log only / full |
|---|---|---|
| $10$ | 0.209 | 0.826 |
| $10^2$ | 0.0378 | 0.915 |
| $10^3$ | 0.00550 | 0.942 |
| $10^6$ | $1.068\times10^{-5}$ | 0.970 |

For numerical work, (10) is convenient at moderate $\kappa$. At very small $\kappa$ it subtracts terms of order $1/\kappa$ to leave a result of order $\kappa\ln(1/\kappa)$, so rounding errors grow. Use (12) there. If (9) is integrated instead, replace $F$ by $x/2-x^2/6$ when $x$ is very small.

## Surfaces that reflect some electrons

Suppose a fraction $p(\mu)$ is reflected as by a mirror, equally at both surfaces, and the rest diffusely. By symmetry $G_-(z)=G_+(d-z)$, so the condition at $z=0$ is $G_+(0)=pG_-(0)=pG_+(d)$. With $G_+=1-Ce^{-z/(\mu l)}$ this reads $1-C=p(1-Ce^{-x})$, hence $C=(1-p)/(1-pe^{-x})$. The average (9) keeps its form with

$$F=1-\frac{1-p}{1-pe^{-x}}\,\frac{1-e^{-x}}{x}. \tag{13}$$

For constant $p<1$ the thick-film correction becomes $3(1-p)l/(8d)$. For $x\ll1-p$, expansion of (13) gives $F\simeq\frac x2\,\frac{1+p}{1-p}$, so the leading logarithm in (3) is multiplied by $(1+p)/(1-p)$.

Real roughness makes $p$ depend on angle. A height change $\eta$ alters the phase of the reflected wave by $2k_F\mu\eta$. For Gaussian heights of rms value $h$ that vary slowly along the surface, the mean amplitude is $e^{-2k_F^2h^2\mu^2}$, and its square is

$$p(\mu)=e^{-(2k_Fh\mu)^2}. \tag{14}$$

This $p$ counts only the mirror-reflected part. Using it in (13) adds a separate assumption, that the rest leaves diffusely. On a slowly varying surface the rest leaves in a cone about the mirror direction and keeps part of its $v_x$, so (13) with (14) underestimates the conductivity there. The results below rest on this assumption. Grazing electrons see a nearly perfect mirror. These are the electrons that produce the logarithm, so the diffuse thin-film limit is sensitive to this effect. For small $\mu$ and $x$, (13) reduces to $F\simeq x/(x+1-p)$ with $1-p\simeq a^2\mu^2$ and $a=2k_Fh$. Putting $\mu=(\kappa/a^2)^{1/3}y$ in (9) gives

$$\frac{\sigma}{\sigma_0}\simeq\frac32\left(\frac{\kappa}{a^2}\right)^{1/3}\int_0^\infty\frac{dy}{1+y^3}=\frac{\pi}{\sqrt3}\left(\frac{\kappa}{a^2}\right)^{1/3}\quad(\kappa\to0,\ a\text{ fixed}).$$

This decreases more slowly than $\kappa\ln(1/\kappa)$. With roughness of this kind, (3) is not the limiting semiclassical law. The cube-root law has limits too. Heights with a finite correlation length along the surface give $1-p\propto\mu$ at sufficiently grazing angles, and at fixed $d$ the discrete subbands matter once $(\kappa/a^2)^{1/3}$ is comparable with $\pi/(k_Fd)$.

## One copper film at two temperatures

Take $d=100$ nm and a rough copper electron density of $8.5\times10^{22}$ cm$^{-3}$. The free-electron model gives $k_F=13.6$ nm$^{-1}$. Let $l$ be roughly 40 nm at 300 K and 4000 nm near 4 K; the second value requires pure metal with few defects.

**At 300 K**, $\kappa=2.5$ and (5) gives $\rho_0=1.64$ µΩ cm. Numerical integration of (9) gives $\sigma/\sigma_0=0.853$, so

$$\rho=\frac{1.64}{0.853}\simeq1.9\ \text{µΩ cm}=1.9\times10^{-8}\ \Omega\,\text{m}.$$

The thick-film factor is $1+3/(8\times2.5)=1.150$, against the full 1.173. From (8), the local conductivity is $0.50\,\sigma_0$ at the surfaces and $0.94\,\sigma_0$ in the middle.

**Near 4 K**, $\kappa=0.025$ and $\rho_0=0.0164$ µΩ cm. The leading logarithm is

$$\tfrac34(0.025)\ln40=0.0692.$$

The constant raises this to 0.0771, and the full value is 0.0774. The logarithm alone is thus 11% low relative to the full conductivity. The film resistivity is 0.21 µΩ cm, or $2.1\times10^{-9}$ Ω m. Electrons with $\mu<0.1$ carry 58% of the film current but 15% of the bulk current.

Cooling lowers the bulk resistivity by a factor of 100 and that of the ideal diffuse film by 9.1, with $d$ held fixed.

## What real films change

The 300 K parameters are typical of copper, but a deposited film may be polycrystalline, and its grain boundaries then scatter electrons too. To estimate the effect, place random walls normal to $x$, a mean distance $D$ apart, each reflecting an electron with probability $R$. Treat successive encounters as independent. This neglects repeated returns to the same wall and so underestimates the resistivity. Per mean free path, an electron reverses $v_x$ on average $r=R|n_x|l/D$ times. For the two signs of $v_x$ the driven deviations are $\pm g$, with $g+r[g-(-g)]=1$, so $g=1/(1+2r)$ and

$$\frac{\sigma}{\sigma_0}=3\int_0^1\frac{n_x^2\,dn_x}{1+2Rn_xl/D}.$$

With assumed values $D=100$ nm and $R=0.25$, this estimate multiplies the bulk resistivity by 1.15 at 300 K and by about 15 near 4 K. Repeated returns can be included by replacing $R$ with $R/(1-R)$. A wall turns arriving deviations $\pm g_b$ into departing ones $\pm(1-2R)g_b$, so the loss $2Rg_b$ must be compared with the mean deviation $(1-R)g_b$. The two factors then become 1.20 and 19. Grain boundaries can therefore matter as much as the surfaces at 300 K, and the cold result above applies only to a film without such grains.

Even a single crystal has the roughness problem. For $h=0.3$ nm, an assumed near-atomic value, (14) changes the 300 K conductivity by 0.5% but multiplies the 4 K conductivity by 1.9. The cold factor depends on how fast the heights vary along the surface. With a correlation length of 1 nm the lowest-order loss is $1-p\approx11\mu$ at grazing angles and exceeds 1 above $\mu\approx0.1$. The cold factor is then roughly 1.3 to 1.8, depending on how the loss is continued beyond that range. All these figures assume that electrons not reflected as by a mirror leave diffusely. That need not hold. In a ray picture, with reflection from tilted facets of rms slope $\sqrt2h/\xi=0.42$ per direction for a correlation length $\xi=1$ nm and no diffraction, the electrons keep part of their parallel momentum. The 300 K conductivity then rises by about 10%, which removes more than half of the surface loss, and the 4 K conductivity is multiplied by about 2.5. For $\xi=3$ nm nearly all of the warm surface loss disappears. The purely diffuse model is therefore a poor description of the cold film's surfaces, and a fair one of the warm film's only if the surfaces scatter through large angles.

For the sizes assumed here, the other estimated changes stay below 10%:

- **Subbands.** Confinement restricts $\mu$ to multiples of $\pi/(k_Fd)=0.0023$. Replacing the integral (9) by a sum at fixed $k_F$ lowers the conductivity by 0.2% at 300 K and 2.2% near 4 K. The semiclassical logarithm needs this spacing to be well below $d/l$.
- **Fermi-surface shape.** Surface scattering depends on $v_z\tau/d$. Increasing $v_z$ by 10% at fixed $\tau$, as a rough measure of anisotropy, lowers $\sigma/\sigma_0$ by 1.6% and 7.0% respectively. A 20% increase would lower the cold value by 13%.
- **Thermal smearing.** At 300 K, $k_BT$ is 0.4% of the Fermi energy.

Numbers in the example were calculated in double precision.
